\section*{Exciton binding in monolayer MoS2 from an exponential trial function}

\section*{Problem}

An electron and a hole move in a free-standing semiconducting monolayer. As model parameters take a reduced mass $\mu=0.25\,m_e$ and a screening length $r_0=41.5$ \AA. The bands are taken as parabolic and isotropic, and electron-hole exchange is neglected. The pair has zero total momentum, so only the relative coordinate $\mathbf r$ in the plane remains. With
\begin{equation}
K=\frac{\hbar^2}{2\mu},\qquad e^2\ \text{short for}\ \frac{e^2}{4\pi\varepsilon_0},
\end{equation}
the Hamiltonian is $H=-K\nabla^2+V(r)$, where $V$ is the Keldysh potential, whose Fourier transform is
\begin{equation}
V(q)=-\frac{2\pi e^2}{q\,(1+r_0q)} .
\label{eq:Vq}
\end{equation}
Energies are measured from the band gap, and the binding energy is $-E$.

(a) Find the lowest energy that the trial function $\psi(r)=N e^{-r/a}$ can give. (b) Compare it with a numerical solution of the radial equation, and account for the difference.

The constants are $K=15.240$ eV\,\AA$^2$, $e^2=14.400$ eV\,\AA\ and $e^2/r_0=0.34698$ eV.

\section*{A tempting solution}

The sheet is surrounded by vacuum, and for small $q$ the factor $1+r_0q$ tends to one. An exciton is an extended object, so small $q$ should matter most. This suggests replacing $V$ by the bare attraction $-e^2/r$.

Normalization requires $N^2\,2\pi\int_0^\infty r e^{-2r/a}dr=N^2\pi a^2/2=1$, so $N^2=2/(\pi a^2)$. Since $|\nabla\psi|^2=\psi^2/a^2$, the kinetic energy is
\begin{equation}
\langle T\rangle=K\int|\nabla\psi|^2d^2r=\frac{K}{a^2}.
\label{eq:T}
\end{equation}
The bare attraction gives
\begin{equation}
-e^2\,\frac{2}{\pi a^2}\,2\pi\int_0^\infty e^{-2r/a}dr=-\frac{4e^2}{a^2}\,\frac a2=-\frac{2e^2}{a}.
\end{equation}
Setting the derivative of $K/a^2-2e^2/a$ to zero gives $a=K/e^2$ and
\begin{equation}
E=-\frac{e^4}{K}=-13.6\ \text{eV},\qquad a=\frac{15.240}{14.400}=1.06\ \text{\AA}.
\label{eq:wrong}
\end{equation}

\section*{Where it fails}

The algebra is right, but the result contradicts its own premise. A state of radius $1.06$ \AA\ contains wave numbers of order $1/a$, for which $r_0q\approx 41.5/1.06\approx39$. The factor that was set to one is about forty.

The origin of that factor shows what was lost. A point charge in the sheet has the bare potential $1/r$ per unit charge, with transform $2\pi\int_0^\infty J_0(qr)\,dr=2\pi/q$. If the sheet has polarizability $\chi$ (a length), its polarization is $-\chi\nabla\phi$, and the induced charge density is $\chi\nabla^2\phi$, or $-\chi q^2\phi$ in Fourier space. The total potential then obeys
\begin{equation}
\phi=\frac{2\pi}{q}\left(1-\chi q^2\phi\right)
\quad\Rightarrow\quad
\phi=\frac{2\pi}{q(1+2\pi\chi q)} .
\end{equation}
With $r_0=2\pi\chi$ and opposite charges this is Eq.~\eqref{eq:Vq}. The screening is weak at long wavelengths and strong at short ones.

In real space the angular integral gives $2\pi J_0(qr)$, so that
\begin{equation}
V(r)=\int\!\frac{d^2q}{(2\pi)^2}\,e^{i\mathbf q\cdot\mathbf r}V(q)=-e^2\int_0^\infty\frac{J_0(qr)}{1+r_0q}\,dq .
\end{equation}
Insert $1/(1+r_0q)=\int_0^\infty e^{-y(1+r_0q)}dy$ and use $\int_0^\infty J_0(qr)e^{-cq}dq=(r^2+c^2)^{-1/2}$ with $c=r_0y$:
\begin{equation}
V(r)=-e^2\int_0^\infty\frac{e^{-y}\,dy}{\sqrt{r^2+r_0^2y^2}}
=-\frac{e^2}{r_0}\int_0^\infty\frac{e^{-xt}\,dt}{\sqrt{1+t^2}},\qquad x=\frac r{r_0},
\label{eq:Vr}
\end{equation}
where $y=xt$ in the second form. The last integral is the standard representation of $\frac{\pi}{2}[H_0(x)-Y_0(x)]$, with $H_0$ the Struve and $Y_0$ the Neumann function. This form is used for numerical evaluation.

For $r\gg r_0$ the first form gives $-e^2/r$. For $r\ll r_0$, integrate the second form by parts and set $u=xt$:
\begin{equation}
\int_0^\infty\!\frac{e^{-xt}dt}{\sqrt{1+t^2}}=\int_0^\infty\! e^{-u}\,\mathrm{arsinh}\frac ux\,du\simeq\int_0^\infty\! e^{-u}\ln\frac{2u}{x}\,du=\ln\frac2x-\gamma ,
\end{equation}
with $\gamma=0.5772$ Euler's constant. Hence
\begin{equation}
V(r)\simeq-\frac{e^2}{r_0}\left[\ln\frac{2r_0}{r}-\gamma\right],\qquad r\ll r_0 .
\label{eq:log}
\end{equation}
At $r=1.06$ \AA\ this is about $-1.3$ eV, while the bare attraction is $-13.6$ eV. The tempting solution used the far form of the potential deep inside the region where the near form holds. It would be justified if $r_0\ll K/e^2$, which is far from true here. The inequality must be strong: the energy derived below gives only 78 per cent of the bare binding at $r_0=0.1\,K/e^2$ and 96 per cent at $r_0=0.01\,K/e^2$.

\section*{The energy of the trial function}

The kinetic energy \eqref{eq:T} stands. For the potential energy the transform of the density is needed:
\begin{equation}
F(q)=\int|\psi|^2e^{-i\mathbf q\cdot\mathbf r}d^2r=\frac4{a^2}\int_0^\infty rJ_0(qr)e^{-2r/a}dr .
\end{equation}
Differentiating $\int_0^\infty J_0(qr)e^{-pr}dr=(p^2+q^2)^{-1/2}$ with respect to $-p$ gives $\int_0^\infty rJ_0(qr)e^{-pr}dr=p\,(p^2+q^2)^{-3/2}$. With $p=2/a$,
\begin{equation}
F(q)=\frac{8}{a^3}\left(\frac4{a^2}+q^2\right)^{-3/2}=\left[1+\left(\frac{qa}2\right)^2\right]^{-3/2}.
\end{equation}
Therefore
\begin{equation}
\langle V\rangle=\int\!\frac{d^2q}{(2\pi)^2}V(q)F(q)=-e^2\int_0^\infty\frac{F(q)}{1+r_0q}\,dq .
\end{equation}
Let $t=qa/2$ and $s=a/(2r_0)$. Then $dq=2\,dt/a$ and $1+r_0q=(s+t)/s$. The prefactor becomes $2s/a=1/r_0$, and
\begin{equation}
\langle V\rangle=-\frac{e^2}{r_0}I(s),\qquad I(s)=\int_0^\infty\frac{dt}{(s+t)(1+t^2)^{3/2}} .
\label{eq:I}
\end{equation}

To evaluate $I$, put $R=\sqrt{1+s^2}$. Because $(1+t^2)+(s-t)(s+t)=R^2$,
\begin{equation}
\frac1{(s+t)(1+t^2)}=\frac1{R^2}\left[\frac1{s+t}+\frac{s-t}{1+t^2}\right].
\end{equation}
Divide by $\sqrt{1+t^2}$ and integrate. Since $\int_0^\infty(1+t^2)^{-3/2}dt=1$ and $\int_0^\infty t(1+t^2)^{-3/2}dt=1$, the second term gives $s-1$. In the first, set $t=\sinh u$ and $w=e^u$:
\begin{align}
\int_0^\infty\!\frac{dt}{(s+t)\sqrt{1+t^2}}&=\int_0^\infty\!\frac{du}{s+\sinh u}=\int_1^\infty\!\frac{2\,dw}{(w+s)^2-R^2}\nonumber\\
&=\frac1R\ln\frac{1+s+R}{1+s-R}.
\end{align}
Multiply numerator and denominator of the logarithm's argument by $1+s+R$. The denominator becomes $(1+s)^2-R^2=2s$. The numerator becomes $(1+s+R)^2=2(1+R)(s+R)$, as expansion with $1+s^2=R^2$ confirms. The logarithm is thus
\begin{equation}
L=\ln(s+R)+\ln\frac{1+R}{s}=\mathrm{arsinh}\,s+\mathrm{arsinh}\frac1s ,
\end{equation}
and
\begin{equation}
I(s)=\frac1{R^2}\left[\frac LR+s-1\right].
\label{eq:Iclosed}
\end{equation}

\section*{The minimum}

With $a=2r_0s$, the energy in units of $e^2/r_0$ is
\begin{equation}
\frac{E}{e^2/r_0}=\frac{\kappa}{s^2}-I(s),\qquad \kappa=\frac{K}{4r_0e^2}=0.006376 .
\end{equation}
Its derivative is $s^{-3}[W(s)-2\kappa]$, where, from Eq.~\eqref{eq:I},
\begin{equation}
W(s)=-s^3I'(s)=\int_0^\infty s\left(\frac{s}{s+t}\right)^2\frac{dt}{(1+t^2)^{3/2}} .
\end{equation}
The integrand grows with $s$ at every $t>0$, so $W$ rises strictly. It lies below $s$, hence starts from zero, and $W/s\to1$ for large $s$ (more precisely $W-s\to-2$), hence it is unbounded. The derivative of the energy therefore changes sign once, from negative to positive, and the single stationary point is the global minimum.

For the explicit condition, use $R'=s/R$ and $L'=1/R-1/(sR)=(s-1)/(sR)$ in $I=L/R^3+(s-1)/R^2$:
\begin{align}
I'&=\frac{s-1}{sR^4}-\frac{3sL}{R^5}+\frac1{R^2}-\frac{2s(s-1)}{R^4}\nonumber\\
&=\frac{2-1/s+2s-s^2}{R^4}-\frac{3sL}{R^5}.
\end{align}
The root of $-s^3I'(s)=2\kappa=0.01275$ is $s=0.1239$. There $I'=-6.704$ and $s^3=0.001902$, whose product has the required size. The radius and energies follow:
\begin{align}
a&=2(41.5)(0.1239)=10.28\ \text{\AA},\nonumber\\
\langle T\rangle&=15.240/(10.284)^2=0.1441\ \text{eV},\nonumber\\
\langle V\rangle&=-0.34698\times1.9803=-0.6871\ \text{eV},\nonumber\\
E&=-0.5430\ \text{eV}.
\end{align}
The answer to (a) is a binding energy of $0.54$ eV (543 meV), smaller than the tempting value by a factor of about 25.

This time the result is consistent with the potential used, since Eq.~\eqref{eq:Vq} was kept in full. The size of the exciton can be understood from small $s$, where $I\simeq\ln(2/s)-1$ and $W\simeq s^2$ to leading order. Then $s\simeq\sqrt{2\kappa}$, or
\begin{equation}
a\simeq\sqrt{\frac{2Kr_0}{e^2}}=9.4\ \text{\AA} .
\end{equation}
Apart from the factor $\sqrt2$, the radius is the geometric mean of the bare radius $K/e^2$ and the screening length. In the opposite limit, $s\to\infty$, $I\simeq1/s$ and $\langle V\rangle\to-2e^2/a$, which brings back Eq.~\eqref{eq:wrong}.

The virial relation gives a further check. In $\langle V\rangle$ put $r=a\rho$: the density in $\rho$ is independent of $a$, so $a\,d\langle V\rangle/da=\langle r\,dV/dr\rangle$. From Eq.~\eqref{eq:T}, $a\,d\langle T\rangle/da=-2\langle T\rangle$. At the minimum the two must cancel. Real-space integration gives $\langle r\,dV/dr\rangle=0.2882$ eV, equal to $2\langle T\rangle$.

\section*{Radial numerics}

The ground state has zero angular momentum and obeys
\begin{equation}
-\frac Kr\frac{d}{dr}\left(r\frac{d\psi}{dr}\right)+V\psi=E\psi .
\label{eq:radial}
\end{equation}
Take points $r_i=(i+\tfrac12)h$, $i=0,1,\dots$, with cell edges at $ih$. Differencing the flux $r\psi'$ across each cell gives
\begin{equation}
-\frac{K}{r_ih^2}\Big[(i+1)h(\psi_{i+1}-\psi_i)-ih(\psi_i-\psi_{i-1})\Big]+V(r_i)\psi_i=E\psi_i .
\end{equation}
The flux through the edge at $r=0$ vanishes by itself, so no condition at the origin has to be imposed. The variable $v_i=\sqrt{r_i}\,\psi_i$ makes the matrix symmetric, with diagonal $2K/h^2+V(r_i)$ and off-diagonal elements $-K(i+1)h/(h^2\sqrt{r_ir_{i+1}})$. With the wavefunction set to zero beyond 160 \AA, the lowest eigenvalue is $-0.55475$ eV for $h=0.1$ \AA\ and $-0.55473$ eV for $h=0.025$ \AA. The binding energy of the model is thus 554.7 meV.

An independent route expands $\psi$ in the orthonormal functions
\begin{equation}
\varphi_n=\sqrt{\frac{2}{\pi a^2(n+1)}}\;L_n^{(1)}\!\left(\frac{2r}a\right)e^{-r/a},
\end{equation}
with $a$ fixed at its optimum and $L_n^{(1)}$ the associated Laguerre polynomials, so that $\varphi_0$ is the trial function itself. The lowest energies are

\begin{center}
\begin{tabular}{cc}
functions & energy (eV)\\
1 & $-0.54300$\\
2 & $-0.54300$\\
3 & $-0.55087$\\
4 & $-0.55401$\\
8 & $-0.55472$\\
16 & $-0.55472$
\end{tabular}
\end{center}

The second function brings nothing. Since $L_1^{(1)}(x)=2-x$,
\begin{equation}
\frac{\partial\psi}{\partial a}=\left(-\frac1a+\frac r{a^2}\right)\psi=-\frac1{2a}\left(2-\frac{2r}a\right)\psi=-\frac{\varphi_1}{\sqrt2\,a},
\end{equation}
and $dE/da=2\langle\partial_a\psi|H|\psi\rangle=-(\sqrt2/a)\langle\varphi_1|H|\varphi_0\rangle$. At the minimum this coupling vanishes: optimizing $a$ has already used what $\varphi_1$ could offer.

The trial function underestimates the binding by 11.7 meV, or 2.1 per cent of the grid value. The sign is required by the variational principle, which makes 543 meV a lower bound on the binding energy in this model.

\section*{What the exponential misses}

Acting with $H$ on the trial function gives
\begin{equation}
\frac{H\psi}{\psi}=-\frac K{a^2}+\frac K{ar}+V(r).
\end{equation}
For the bare attraction, $a=K/e^2$ makes the last two terms cancel, and the exponential is the exact ground state. Here $V$ diverges only logarithmically, and the term $K/(ar)$, which comes from the cusp at the origin, is left unbalanced.

The true behaviour near the origin follows from integrating Eq.~\eqref{eq:radial} from $0$ to $r$, with $\psi$ nearly constant and $V$ from Eq.~\eqref{eq:log}:
\begin{equation}
r\psi'=\frac1K\int_0^r(V-E)\,\psi\,r'dr' .
\end{equation}
Since $\int_0^rr'\ln(2r_0/r')\,dr'=\frac{r^2}2[\ln(2r_0/r)+\frac12]$,
\begin{equation}
\frac{\psi'}\psi\simeq-\frac r{2K}\left\{E+\frac{e^2}{r_0}\left[\ln\frac{2r_0}r-\gamma+\frac12\right]\right\},
\end{equation}
which vanishes as $r\to0$. At $r=0.5$ \AA\ the formula gives $-0.0196$ \AA$^{-1}$ and the grid solution $-0.0197$ \AA$^{-1}$. The exponential has $-1/a=-0.0972$ \AA$^{-1}$ there, as everywhere.

A second parameter removes the cusp and frees the shape of the centre from that of the tail. Take
\begin{equation}
\psi\propto\exp\left(-\sqrt{r^2+b^2}/a\right),
\end{equation}
whose slope at the origin is zero for $b>0$. Minimizing over both parameters gives $a=7.6$ \AA, $b=6.7$ \AA\ and $E=-0.5543$ eV, which recovers 96 per cent of the missing energy. The optimal $b$ is comparable to $a$, so the change is not confined to the tip, and this figure measures the gain from reshaping the whole function, not the cost of the cusp alone. Far out, where $|V|\ll|E|$, Eq.~\eqref{eq:radial} gives the decay length $\sqrt{K/|E|}=\sqrt{15.240/0.5547}=5.2$ \AA, about half the optimal $a$ of the plain exponential. This limit is approached slowly, since $|V|$ drops to a tenth of $|E|$ only near 250 \AA. At smaller distances (4.9 per cent of the probability lies beyond 20 \AA, 0.4 per cent beyond 30 \AA), the local decay length $-\psi/\psi'$ of the solution is 7.6 \AA\ at $r=20$ \AA\ and 6.9 \AA\ at $r=30$ \AA, longer than the limit but well below 10.3 \AA. The plain exponential must describe the centre and the tail with one length; once the centre is flattened, the tail can fall faster.

The energy components agree with this picture. From the trial function to the grid solution the mean radius shrinks from 10.3 to 9.2 \AA. The potential energy falls by 13.7 meV while the kinetic energy rises by 2.0 meV. The gain is therefore in the potential energy, not in the total kinetic energy. Probability moves from both ends into the middle range: that of $r>20$ \AA\ falls from 10 to 4.9 per cent, and that of $r<2$ \AA\ also falls, from 5.9 to 5.0 per cent, while between about 3 and 14.5 \AA\ the density of the solution exceeds that of the exponential, by up to 17 per cent near 8 \AA. The smaller mean radius comes from the shorter tail, not from a denser tip. The overlap of the two normalized functions is 0.992.

The difference between 0.54 and 0.55 eV is a property of the trial function within the stated model. The model itself needs an exciton much larger than the lattice spacing and the sheet thickness, so that a single mass and a polarizability independent of $q$ suffice. A radius near 10 \AA\ spans only a few atomic spacings, so this condition is met at best marginally, and the meV digits above describe the model, not a real sample. The closed formulas and both radial solutions are checked against each other in the numerical check.

\section*{Numbers as computed}
\begin{verbatim}
reduced mass = 0.25 m_e
screening length r0 = 41.5 angstrom
K = hbar^2/(2 mu) = 15.2399 eV angstrom^2
e2 = e^2/(4 pi eps0) = 14.3996 eV angstrom
e2/r0 = 0.34698 eV
kappa = 0.006376 (dimensionless)
optimal s = 0.12390 (dimensionless)
I at optimal s = 1.98026 (dimensionless)
optimal a = 10.284 angstrom
trial kinetic energy = 0.14411 eV
trial potential energy = -0.68711 eV
trial <r dV/dr> = 0.28822 eV
variational energy = -0.54300 eV
variational binding energy = 543.0 meV
trial energy at a = 6 angstrom: -0.42484 eV
trial energy at a = 8 angstrom: -0.52269 eV
trial energy at a = 10 angstrom: -0.54279 eV
trial energy at a = 12 angstrom: -0.53733 eV
trial energy at a = 15 angstrom: -0.51395 eV
grid energy, h = 0.1 angstrom: -0.554747 eV
grid energy, h = 0.025 angstrom: -0.554726 eV
grid binding energy = 554.7 meV
Laguerre energy, size 1: -0.543001 eV
Laguerre energy, size 2: -0.543001 eV
Laguerre energy, size 3: -0.550873 eV
Laguerre energy, size 4: -0.554005 eV
Laguerre energy, size 8: -0.554719 eV
Laguerre energy, size 16: -0.554723 eV
first-second coupling at a = 8 angstrom: 0.12567 eV
variational minus grid energy = 11.72 meV
relative binding deficit = 2.11 percent
grid kinetic energy = 0.14612 eV
grid potential energy = -0.70085 eV
overlap of trial and grid functions = 0.99213
trial mean radius = 10.284 angstrom
grid mean radius = 9.189 angstrom
trial psi'/psi = -0.09724 1/angstrom
grid psi'/psi at 0.5 angstrom = -0.01966 1/angstrom
short-range formula there = -0.01956 1/angstrom
rounded trial a = 7.605 angstrom
rounded trial b = 6.663 angstrom
rounded trial energy = -0.554302 eV
gap recovered by rounding = 96.4 percent
unscreened binding energy = 13.606 eV
\end{verbatim}
